# Can an LED emit more optical power than its electrical input?

## Question

An LED turns electrical power $IV$ into light. Energy is conserved, so I take it that the optical power $P$ cannot exceed $IV$, and that a perfect device would reach 100 %.

However, a diode with a 1.0 eV gap emits some light at a forward voltage of 0.8 V. Each injected electron brings 0.8 eV of electrical work, and each photon carries at least 1.0 eV. Where does the rest come from? If the answer is "heat from the crystal", two things bother me. Would every LED run at $qV$ below its photon energy then cool itself? And doesn't turning the heat of a single reservoir into light violate the second law?

## Answer

Your 100 % limit assumes that the electrical supply is the sole source of energy. The lattice is a second source, and the light can exceed $IV$ by the heat the lattice supplies. Having $qV$ below the photon energy is necessary for this in the model below, but not sufficient, because electrons that produce no photon must be paid for too. The second law is respected because the light carries entropy away, and that entropy limits the heat.

### The energy balance

Take a steady state, with the lattice held at temperature $T$ by its surroundings and the incoming ambient light also at $T$. Let $P$ and $N$ be the **net** optical power and photon rate, outgoing minus incoming. The thermal glow of an unbiased diode, which equals what it absorbs, then does not count as output. Let $Q$ be the heat drawn from the lattice per unit time, positive when the lattice loses heat. Energy conservation reads

$$IV+Q=P .$$

Define the mean net photon energy $\langle E\rangle=P/N$ and the external quantum efficiency $\eta=qN/I$, with $q>0$ the elementary charge. Then $I=qN/\eta$, and for forward bias

$$\frac{P}{IV}=\frac{N\langle E\rangle}{(qN/\eta)V}=\frac{\eta\langle E\rangle}{qV},\qquad
Q=N\left(\langle E\rangle-\frac{qV}{\eta}\right).$$

The light exceeds the electrical input, and the lattice is cooled, when

$$qV<\eta\langle E\rangle .$$

Here $V$ is the voltage at the terminals, so a series resistance counts against the device through $V$, and trapped light counts against it through $\eta$ when it is absorbed parasitically or, after reabsorption across the gap, recombines without light. Light that is merely reabsorbed and re-emitted costs nothing.

### Where the heat enters

Let the contacts have Fermi levels $\mu_n$ and $\mu_p$, with $\mu_n-\mu_p=qV$. An electron enters an upper state of energy $\varepsilon_c$ from the first contact. The supply replaces it at energy $\mu_n$, so the difference $\varepsilon_c-\mu_n$ is taken from the heat of the contact region. After emission the electron is in a lower state $\varepsilon_v$ and leaves through the second contact at $\mu_p$, which takes up a further $\mu_p-\varepsilon_v$. With $E=\varepsilon_c-\varepsilon_v$, the total is

$$(\varepsilon_c-\mu_n)+(\mu_p-\varepsilon_v)=E-qV .$$

This is your missing 0.2 eV. If the pair recombines without light, it draws the same $E-qV$ but returns $E$ to the lattice, a net heating of $qV$. Photons leave at rate $N$ and dark recombination runs at rate $N/\eta-N$, so

$$Q=N(\langle E\rangle-qV)-\left(\frac N\eta-N\right)qV=N\left(\langle E\rangle-\frac{qV}{\eta}\right),$$

in agreement with the energy balance.

A minimal junction shows that $qV<E$ is not enough. Give it one upper and one lower level, each tied to its own contact, with $E=6kT$ and a dark channel three times as fast as spontaneous emission. Let $p_1$ be the probability that the upper level alone is filled, $p_2$ that the lower level alone is filled, and $n_0$ the ambient photon occupation. Since $n_0/(1+n_0)=e^{-E/kT}$, the net radiative rate is proportional to $(1+n_0)(p_1-e^{-E/kT}p_2)$. The dark rate, which must also balance in equilibrium, is proportional to $3(p_1-e^{-E/kT}p_2)$. The bracket cancels, leaving

$$\eta=\frac{1+n_0}{4+n_0}=0.2505$$

at every bias. At $qV=0.5\,kT$ the efficiency is $0.2505\times6/0.5=3.01$. At $qV=3\,kT$, still only half the photon energy, it is 0.50, and the junction heats its lattice.

### How much light a given voltage produces

Now take a planar diode that absorbs perfectly above its gap $E_g$ and not at all below it. Let the Fermi levels of the two bands be flat and separated by $qV<E_g$. In a light mode with occupation $n$, emission is proportional to $f_c(1-f_v)(1+n)$ and absorption to $f_v(1-f_c)n$. Light leaving a perfect absorber has reached the occupation at which the two balance:

$$\frac{n}{1+n}=\frac{f_c}{1-f_c}\,\frac{1-f_v}{f_v}
=e^{-(\varepsilon_c-\mu_n)/kT}\,e^{(\varepsilon_v-\mu_p)/kT}=e^{-(E-qV)/kT},$$

because a Fermi function obeys $f/(1-f)=e^{-(\varepsilon-\mu)/kT}$. Hence

$$n=\frac{1}{e^{(E-qV)/kT}-1},\qquad n_0=\frac{1}{e^{E/kT}-1},$$

where $n_0$ belongs to the incoming light.

With two polarizations, the density of modes per volume and energy is $8\pi E^2/(h^3c^3)$. The isotropic flux through a surface to one side is $c/4$ times a density: half the photons move outward, with mean normal velocity $c/2$. Therefore, per unit area,

$$N=\frac{2\pi}{h^3c^2}\int_{E_g}^{\infty}E^2\,(n-n_0)\,dE ,$$

and $P$ has an extra factor $E$ under the integral. From here on, $N$, $P$, $Q$ and the entropy current are per unit area, and $J$ replaces $I$.

For dilute light, $n\ll1$, we have $n-n_0\simeq e^{-E/kT}(e^{qV/kT}-1)$. Repeated integration by parts gives

$$N\simeq\frac{2\pi kT}{h^3c^2}\left[E_g^2+2E_gkT+2(kT)^2\right]e^{-E_g/kT}\left(e^{qV/kT}-1\right),$$

$$\langle E\rangle\simeq\frac{E_g^3+3E_g^2kT+6E_g(kT)^2+6(kT)^3}{E_g^2+2E_gkT+2(kT)^2}.$$

To first order in $kT/E_g$ the mean energy is $E_g+kT$.

### The entropy limit

Let $\Delta S$ be the net entropy current carried by the light. The lattice loses entropy at the rate $Q/T$, while electrical work carries none. The second law requires $\Delta S-Q/T\ge0$, so

$$Q\le T\Delta S,\qquad JV=P-Q\ge P-T\Delta S,\qquad
\frac{P}{JV}\le\frac{1}{1-T\Delta S/P}.$$

To find $\Delta S$, treat the light as incoherent, with independent modes. The probability of $m$ photons in a mode is $p_m=(1-r)r^m$ with $r=n/(1+n)$. Since $\sum_m m\,p_m=n$, the entropy per mode is

$$s=-k\sum_m p_m\ln p_m=-k\ln(1-r)-kn\ln r
=k\left[(1+n)\ln(1+n)-n\ln n\right].$$

$\Delta S$ is the flux integral above with $s(n)-s(n_0)$ in place of $n-n_0$.

Does this permit light for no work at all? The minimum work for one mode is

$$w=E(n-n_0)-T\left[s(n)-s(n_0)\right].$$

Let $p^0_m$ be the ambient distribution. Because $n_0/(1+n_0)=e^{-E/kT}$, it satisfies $-\ln p^0_m=\ln(1+n_0)+mE/kT$. Averaging this over $p_m$ gives $\ln(1+n_0)+nE/kT$; averaging over $p^0_m$ gives $s(n_0)/k=\ln(1+n_0)+n_0E/kT$. Hence

$$kT\sum_m p_m\ln\frac{p_m}{p^0_m}
=-Ts(n)+kT\ln(1+n_0)+nE=w .$$

The sum is a relative entropy. From $\ln y\le y-1$ with $y=p^0_m/p_m$ it is never negative, and it vanishes only if the distributions coincide. Light that differs from the ambient glow always costs work under these assumptions. The diode is a heat pump, not an engine fed by one reservoir.

### How close the ideal diode comes

Set $\eta=1$. Differentiating the mode entropy gives

$$\frac{ds}{dn}=k\ln\frac{1+n}{n}=\frac{E-qV}{T},\qquad \frac{d^2s}{dn^2}=-\frac{k}{n(1+n)}<0 .$$

A concave curve lies below its tangent, so $s(n_0)\le s(n)+(n_0-n)\,ds/dn$, or

$$T\left[s(n)-s(n_0)\right]\ge(E-qV)(n-n_0).$$

The right side is the heat drawn by the ideal diode and the left side is the limit. Integration over the modes preserves the inequality, and dark recombination at forward bias only lowers $Q$.

The shortfall has a simple origin. Since $dw/dn=E-T\,ds/dn$, the minimum work is

$$w=\int_{n_0}^{n}qV'(n')\,dn',$$

where $V'(n')$ is the voltage that would produce occupation $n'$. A reversible process would load the mode at a voltage rising from 0 to $V$. The diode pays the final $qV$ for every photon.

For dilute light the difference can be written out. Expanding for small $n$ gives $s\simeq kn(1-\ln n)$, with $\ln n\simeq-(E-qV)/kT$. Thus $Ts(n)\simeq n(kT+E-qV)$ and $Ts(n_0)\simeq n_0(kT+E)$. Inserting both, the terms in $E$ cancel:

$$w\simeq n\,qV-kT(n-n_0).$$

Divide by $n-n_0$ and use $n/(n-n_0)=1+1/(e^{qV/kT}-1)$:

$$\frac{w}{n-n_0}\simeq qV-kT+\frac{qV}{e^{qV/kT}-1}.$$

For $qV\gg kT$ the ideal diode spends $kT$ per photon more than necessary. For $qV\ll kT$, the expansion $1/(e^x-1)=1/x-1/2+\dots$ turns the minimum into $qV/2$, so the diode spends twice the minimum.

The same facts can be put in terms of temperature. A black body has occupation $n$ at energy $E$ if its temperature is $T_B=TE/(E-qV)$, called the brightness temperature. Solving for the voltage gives $qV=E(1-T/T_B)$, hence

$$\frac{E}{qV}=\frac{T_B}{T_B-T},$$

the Carnot value for a heat pump working from $T$ to $T_B$. The entropy ceiling has the same form with the flux temperature $T_F=P/\Delta S$. For a single mode at forward bias the concavity inequality gives $T_F\le T_B$: $1/T_B$ is the entropy per energy of the last photon added, and $1/T_F$ is the average over all those added. A lower target temperature permits a higher efficiency, so the ceiling lies above the ideal diode.

Bright light leaves little room for heat. For $n\gg1$, $s\simeq k(\ln n+1)$, and the entropy per photon tends to zero. A single 1.0 eV mode at 300 K with $n=258$ has a ceiling of 1.00066.

### Numbers for a 1.0 eV diode

Choose $E_g=1.0$ eV and $T=300$ K, so $kT=0.02585$ eV. Add a dark current density $J_s(e^{qV/2kT}-1)$ with $J_s=4.0\times10^{-5}$ A/m². These are round model parameters, not those of a particular material. Auger recombination, series resistance and parasitic absorption of trapped light are left out; the back face is taken as a lossless mirror.

At your 0.80 V, the radiative and dark current densities are 1882.7 and 209.8 A/m², so $\eta=1882.7/2092.5=0.900$. The mean photon energy is 1.0272 eV. The condition for cooling is met, since $\eta\langle E\rangle=0.924$ eV exceeds 0.80 eV. The powers are

$$P=1882.7\times1.0272=1934\ \text{W/m}^2,\qquad JV=2092.5\times0.80=1674\ \text{W/m}^2 .$$

The diode emits 1.155 times its electrical input. The lattice supplies the difference of 260 W/m². Counted by pairs, radiative ones draw $1882.7\times0.2272=428$ W/m² and dark ones return $209.8\times0.80=168$ W/m², which again leaves 260 W/m².

The light carries away 1.588 W/(K m²) of entropy, so the heat could be at most $300\times1.588=476$ W/m². The least electrical power for this light is $1934-476=1458$ W/m², and the ceiling, with one more digit kept in each power, is $1933.9/1457.5=1.327$. With $\eta=1$ the diode would reach 1.284. The actual input exceeds the minimum by 216 W/m²: 168 from dark recombination and 49 from the $kT$ per photon, equal within rounding.

The brightness temperature at $\langle E\rangle$ is 1356 K, and $1356/(1356-300)=1.284$. The flux temperature is 1218 K, and $1218/(1218-300)=1.327$. Both describe the light; the crystal stays at 300 K.

### Two voltage windows

At very small bias both currents are linear in $V$. Writing the radiative current density as $J_0(e^{qV/kT}-1)$, with $J_0=6.84\times10^{-11}$ A/m² from the dilute formula, and expanding both exponentials gives

$$\eta_0=\frac{J_0\,qV/kT}{J_0\,qV/kT+J_s\,qV/2kT}=\frac{J_0}{J_0+J_s/2}=3.42\times10^{-6}.$$

This is a dreadful emitter. Yet $P$ is proportional to $V$ while $JV$ is proportional to $V^2$, so their ratio $\eta_0\langle E\rangle/(qV)$ grows without limit as $V\to0$. In this regime any diode with nonzero $\eta_0$ passes unity at low enough voltage. Here that happens below 3.5 µV. At 1 µV the efficiency is 3.5, but the net output is $2.7\times10^{-15}$ W/m².

Above this window the diode behaves as you expected: at 0.50 V the efficiency is 0.054, although $qV$ is only half the gap. The radiative current grows as $e^{qV/kT}$ while the light is dilute, and in this perfect absorber faster near the gap. (In a layer of modest optical depth, band filling weakens the absorption and the growth near the gap is slower instead.) The dark current grows only as $e^{qV/2kT}$, so $\eta$ rises with bias. At 0.734 V, $\eta\langle E\rangle$ overtakes $qV$ and a second, bright window opens. Within it the efficiency is 1.155 at 0.80 V and 1.074 at 0.95 V. By then $\eta$ is 0.994 and can hardly improve, while $\langle E\rangle/(qV)$ keeps falling.

In this model the bright window persists up to 0.98 V, the highest bias checked. In a real diode, Auger recombination, resistance, a larger dark current or parasitic absorption of trapped light can close it, or prevent it from opening. The margins are thin. A series resistance of 0.6 Ω cm² cancels the cooling at a junction voltage of 0.80 V, and 0.001 Ω cm² does so at 0.95 V, where the current is 68 A/cm². A $J_s$ twenty times larger removes the window up to 0.98 V. A back mirror of reflectivity $R$ inside a crystal of refractive index $n_r$ absorbs roughly $n_r^2(1-R)$ photons per photon emitted; for $n_r=3.5$ the window vanishes below $R\approx0.986$. The perfect absorber is itself strained near the gap, because absorption scales with $f_v-f_c$, which at the band edge is only 0.19 at 0.98 V for symmetrically placed Fermi levels. Its occupation $n$ diverges when $qV$ reaches the gap, whereas a layer of finite thickness turns transparent there and emits a finite occupation. And if the surroundings do not replace the heat drawn, the lattice cools and $T$ is no longer the value assumed here.

The full set of values is in the numerical output below.

## Table of computed values

```
Temperature: 300 K; kT: 0.02585 eV; gap: 1.00 eV
Nonradiative prefactor J_s: 4.0e-05 A/m^2
Radiative prefactor, dilute formula: 6.844e-11 A/m^2
--- Operating point V = 0.80 V ---
Photon occupation at gap: 4.369e-04
Net photon flux: 1.1751e+22 1/(s m^2)
Radiative current density: 1882.7 A/m^2
Nonradiative current density: 209.8 A/m^2
Total current density: 2092.5 A/m^2
External quantum efficiency: 0.8997
Mean net photon energy: 1.0272 eV
Threshold energy eta*<E>: 0.9242 eV
Net optical power: 1933.9 W/m^2
Electrical power: 1674.0 W/m^2
Heat drawn from lattice: 259.9 W/m^2
Net light entropy current: 1.5880 W/(K m^2)
Heat limit T*dS: 476.4 W/m^2
Minimum electrical power: 1457.5 W/m^2
Minimum work per photon: 0.7742 eV
Lost work, total: 216.5 W/m^2
Lost work, nonradiative part: 167.8 W/m^2
Lost work, radiative part: 48.7 W/m^2
Efficiency, this diode: 1.1553
Efficiency, eta = 1: 1.2840
Efficiency, entropy ceiling: 1.3269
Brightness temperature at gap: 1500 K
Brightness temperature at <E>: 1356 K
Flux temperature P/dS: 1218 K
--- Voltage table ---
V (V) | eta | P (W/m^2) | P/JV | P/JV at eta=1 | ceiling
1e-06 | 3.422e-06 | 2.719e-15 | 3.515 | 1.027e+06 | 2.054e+06
0.1 | 1.355e-05 | 3.294e-09 | 0.0001391 | 10.27 | 13.47
0.5 | 2.639e-02 | 1.764e-02 | 0.05422 | 2.054 | 2.166
0.7 | 5.647e-01 | 4.040e+01 | 0.8286 | 1.467 | 1.524
0.8 | 8.997e-01 | 1.934e+03 | 1.155 | 1.284 | 1.327
0.9 | 9.843e-01 | 9.347e+04 | 1.123 | 1.141 | 1.175
0.95 | 9.944e-01 | 6.893e+05 | 1.074 | 1.08 | 1.109
Zero-bias quantum efficiency: 3.422e-06
Upper edge of microvolt window: 3.515 microvolt
Lower edge of bright window: 0.7340 V
Ceiling / ideal efficiency at 1 microvolt: 2.0000
Doubling 1 microvolt: P x 2.0000, JV x 4.0000
--- Single mode at the gap energy ---
V = 0.8000 V: occupation 0.0004369, ceiling 1.29173
V = 0.9900 V: occupation 2.117, ceiling 1.02447
V = 0.9999 V: occupation 258, ceiling 1.00066
--- Four-state junction, photon energy 6 kT ---
qV = 0.5 kT: eta 0.2505, efficiency 3.0056
qV = 3.0 kT: eta 0.2505, efficiency 0.5009
```
